**Fourth-order Euler equation and k⁴ stability of Laplacian-level kinetic functionals**

For T = ∫τ(n, σ, ℓ) with σ = |∇n|², ℓ = ∇²n and τ = τ_TF F(p, q), where p and q are the reduced squared gradient and reduced Laplacian, the potential is τ_n − 2∇·(τ_σ∇n) + ∇²τ_ℓ, and its fourth-order term is τ_ℓℓ∇⁴n with τ_ℓℓ = 3F_qq/(160k_F²n). The program asserts the order of the Euler operator symbolically for two sample functionals, compares the compact and expanded potentials with a complex-step derivative of T on a two-dimensional periodic density, and compares the Perdew-Constantin (PC) functional with libxc and its F_qq with high-precision differentiation. It asserts the uniform-gas kernel (π²/k_F)[1 + (9/5)F_pη² + (9/10)F_qqη⁴], η = k/2k_F, against finite differences, and the small- and large-η series of the inverse Lindhard function. For model jellium at k_F = 0.9 Å⁻¹ with Hartree and PBEsol exchange, the second-order gradient expansion is unstable beyond η = 3.228 (wavelength 1.08 Å), while the PC kernel stays positive. At p = 0, PC has F_qq < 0 for −0.284 < q < −0.224 and 0.879 < q < 4.73. On the UHF/cc-pVDZ density of arsenic, 0.28 electrons lie where F_qq < 0, mostly in a core shell near 0.018 Å. For number-conserving wave packets the program asserts that the finite-difference second variation approaches the τ_ℓℓk⁴ law with a relative k⁻² correction, negative in that shell and positive in the valence region.

## Verification by program

```python
# Result under test (atomic units). T=int tau(n,s,l), s=|grad n|^2, l=lap n, tau=tau_TF F(p,q),
# p=s/(4kF^2n^2), q=l/(4kF^2n). dT/dn=tau_n-2div(tau_s grad n)+lap(tau_l); its only 4th-order term is
# tau_ll lap^2 n, tau_ll=3F_qq/(160kF^2 n). Uniform-gas kernel, eta=k/2kF:
# K=(pi^2/kF)[1+(9/5)F_p eta^2+(9/10)F_qq eta^4]. On any density d2T ~ tau_ll k^4 at large k.
# PC = Perdew-Constantin F=5p/3+z f(z), z=F_M-5p/3; GE2 = second-order gradient expansion.
import ctypes
import numpy as np, sympy as sp, mpmath as mp
from scipy import constants as sc
from scipy.special import expit
from scipy.optimize import brentq
from scipy.integrate import dblquad, trapezoid
from sympy.calculus.euler import euler_equations
from pyscf import gto, scf, lib
from pyscf.dft import libxc
lib.num_threads(1)
HA = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0]*1e10
pi = np.pi; C2 = (3*pi**2)**(2/3); A_PC, B_PC = 0.5389, 3.0; R = sp.Rational

# ---- symbolic Euler operator in 2D: order of the equation
x, y = sp.symbols('x y'); f = sp.Function('f')(x, y)
sg = f.diff(x)**2 + f.diff(y)**2; lp = f.diff(x, 2) + f.diff(y, 2)
euler = lambda L: sp.expand(euler_equations(L, f, [x, y])[0].lhs.doit())
e_lin = euler(sg*lp/f**2 + sg**2/f**3); e_quad = euler(sg*lp/f**2 + lp**2/f)
order = lambda e: max(d.derivative_count for d in e.atoms(sp.Derivative))
assert order(e_lin) == 2 and order(e_quad) == 4
top = sum(d*e_quad.coeff(d) for d in e_quad.atoms(sp.Derivative) if d.derivative_count == 4)
assert sp.simplify(top - 2/f*(f.diff(x, 4) + 2*f.diff(x, 2, y, 2) + f.diff(y, 4))) == 0
print("Euler order: tau linear in l:", order(e_lin), "; with l^2/n:", order(e_quad))

# ---- PC functional
p, q = sp.symbols('p q')
Dl = R(8, 81)*q**2 - p*q/9 + R(8, 243)*p**2
FM = (1 + R(5, 27)*p + R(20, 9)*q + Dl)/sp.sqrt(1 + (Dl/(1 + R(5, 3)*p))**2)
FMfun = sp.lambdify((p, q), FM)
zq = sp.lambdify((p, q), [FM.diff(q), FM.diff(q, 2)], cse=True)
def switch(z):   # g=z f(z), g', g''; outside the clip f is 0 or 1 to exp(-1000)
    zc = np.clip(z, 1e-3*A_PC, (1 - 1e-3)*A_PC); U = A_PC/(A_PC - zc); V = A_PC/zc
    U1, U2, V1, V2 = U**2/A_PC, 2*U**3/A_PC**2, -V**2/A_PC, 2*V**3/A_PC**2
    ff = np.exp(B_PC*(np.log1p(np.exp(-U)) - np.logaddexp(0, V - U)))
    sm, wm = expit(-U), expit(V - U)
    L1 = B_PC*((wm - sm)*U1 - wm*V1)
    L2 = B_PC*(sm*(1 - sm)*U1**2 + (wm - sm)*U2 - wm*(1 - wm)*(U1 - V1)**2 - wm*V2)
    return z*ff, ff + z*ff*L1, 2*ff*L1 + z*ff*(L2 + L1**2)
zval = lambda P, Q: FMfun(P, Q) - 5*P/3
F_pc = lambda P, Q: 5*P/3 + switch(zval(P, Q))[0]
def Fqq_pc(P, Q):
    _, g1, g2 = switch(zval(P, Q)); z1, z2 = zq(P, Q); return g2*z1**2 + g1*z2
pq = lambda n, s, l: (s/(4*C2*n**(8/3)), l/(4*C2*n**(5/3)))
tau_of = lambda F: (lambda n, s, l: 0.3*C2*n**(5/3)*F(*pq(n, s, l)))
tau_pc = tau_of(F_pc)
mp.mp.dps = 30; FMmp = sp.lambdify((p, q), FM, 'mpmath')
def F_mp(P, Q):
    z = FMmp(P, Q) - 5*P/3; a = mp.mpf(A_PC)
    if z >= a: return 5*P/3 + z
    return 5*P/3 + z*((1 + mp.exp(a/(a - z)))/(mp.exp(a/z) + mp.exp(a/(a - z))))**3
for P, Q in [(0., 0.), (0., -0.25), (0., -0.35), (0., 2.), (0.5, 0.05)]:
    ref = float(mp.diff(lambda t: F_mp(mp.mpf(P), t), mp.mpf(Q), 2))
    assert abs(ref - Fqq_pc(P, Q)) < 1e-9*max(1, abs(ref))
    print(f"PC at p={P:.2f} q={Q:+.2f}: z={zval(P, Q):.4f} F_qq={ref:+.5f}")
qs = np.linspace(-0.6, 10, 5301); vs = Fqq_pc(0*qs, qs)
roots = [brentq(lambda t: Fqq_pc(0., t), qs[i], qs[i+1]) for i in np.flatnonzero(vs[1:]*vs[:-1] < 0)]
assert len(roots) >= 3 and Fqq_pc(0., -0.6) == 0
print("p=0: z=0 at q=%.4f, z=a at q=%.4f" % (brentq(lambda t: zval(0., t), -1, 0), brentq(lambda t: zval(0., t) - A_PC, -1, 0)))
print("p=0: F_qq changes sign at q =", " ".join(f"{t:.4f}" for t in roots))
try:
    X = libxc._itrf; fa, fi, fe, fn = X.xc_func_alloc, X.xc_func_init, X.xc_mgga_exc, X.xc_functional_get_number
except AttributeError:
    print("libxc kinetic entry points not reachable, comparison not run")
else:
    vp = ctypes.c_void_p; fa.restype = vp; fa.argtypes = []
    fn.argtypes = [ctypes.c_char_p]; fn.restype = ctypes.c_int
    fi.argtypes = [vp, ctypes.c_int, ctypes.c_int]; fi.restype = ctypes.c_int
    fe.argtypes = [vp, ctypes.c_size_t] + [vp]*5; fe.restype = None
    h = fa(); assert fi(h, fn(b"mgga_k_pc07"), 1) == 0
    nn = np.array([.1, .3, 1., .05, .5, 2.]); Ps = np.array([.01, .5, .02, 2., .3, 1.]); Qs = np.array([.1, .05, -.3, 3., -.9, 6.])
    ss = Ps*4*C2*nn**(8/3); ll = Qs*4*C2*nn**(5/3); tt = ss/nn + 1; zk = np.zeros(6)
    fe(h, 6, *[a.ctypes.data for a in (nn, ss, ll, tt, zk)])
    dev = np.max(np.abs(nn*zk/tau_pc(nn, ss, ll) - 1)); assert dev < 1e-8
    print(f"PC vs libxc, max relative deviation = {dev:.1e}")

# ---- potential vs derivative of T on a periodic 2D density (z>a, so PC = F_M)
n_, s_, l_, c_ = sp.symbols('n s l c', positive=True); var = {'n': n_, 's': s_, 'l': l_}
Fs = {(i, j): sp.Symbol(f'F{i}{j}') for i in range(4) for j in range(4 - i)}
Pe, Qe = s_/(4*c_*n_**R(8, 3)), l_/(4*c_*n_**R(5, 3))
def total_d(e, v):
    return e.diff(v) + sum(e.diff(F)*(Fs[i+1, j]*Pe.diff(v) + Fs[i, j+1]*Qe.diff(v)) for (i, j), F in Fs.items() if i + j < 3)
td = {'': R(3, 10)*c_*n_**R(5, 3)*Fs[0, 0]}
for key in 'n s l sn ss ln ls ll lnn lns lss lln lls lll'.split():
    td[key] = total_d(td[key[:-1]], var[key[-1]])
Fd = {(0, 0): FM}
for (i, j) in list(Fs)[1:]:
    Fd[i, j] = Fd[i, j-1].diff(q) if j else Fd[i-1, j].diff(p)
Fnum = sp.lambdify((p, q), [Fd[k] for k in Fs], cse=True)
tnum = sp.lambdify((n_, s_, l_, c_, *Fs.values()), list(td.values()), cse=True)
N = 64; gx, gy = np.meshgrid(*[2*pi*np.arange(N)/N]*2, indexing='ij')
kx, ky = np.meshgrid(*[np.fft.fftfreq(N, 1/N)]*2, indexing='ij')
d = lambda u, i, j: np.fft.ifft2((1j*kx)**i*(1j*ky)**j*np.fft.fft2(u)).real
lap = lambda u: d(u, 2, 0) + d(u, 0, 2)
dot = lambda u, w: d(u, 1, 0)*d(w, 1, 0) + d(u, 0, 1)*d(w, 0, 1)
n = (1 + .12*np.cos(gx) + .08*np.cos(gx + gy + .3) + .04*np.sin(2*gy))/(3*pi**2)
s = dot(n, n); l = lap(n); P, Q = pq(n, s, l); assert zval(P, Q).min() > A_PC
t = dict(zip(td, tnum(n, s, l, C2, *Fnum(P, Q))))
assert np.allclose(t['ll'], 3*Fqq_pc(P, Q)/(160*C2*n**(5/3)), rtol=1e-11, atol=0)
v_comp = t['n'] - 2*(d(t['s']*d(n, 1, 0), 1, 0) + d(t['s']*d(n, 0, 1), 0, 1)) + lap(t['l'])
H2 = d(n, 2, 0)**2 + 2*d(n, 1, 1)**2 + d(n, 0, 2)**2; v4 = t['ll']*lap(l)
v_exp = (v4 + t['lll']*dot(l, l) + 2*t['lls']*dot(l, s) + 2*t['lln']*dot(l, n) + t['n'] - 2*t['s']*l
         - 2*t['sn']*s - 2*t['ss']*dot(s, n) + t['ln']*l + 2*t['ls']*H2 + t['lnn']*s
         + 2*t['lns']*dot(n, s) + t['lss']*dot(s, s))
assert np.abs(v_comp - v_exp).max() < 1e-8 and np.abs(v4).max() > 1e-3
worst = 0
for u in (np.cos(gx + .4), np.sin(gx + gy), np.cos(2*gy + .7), np.cos(2*gx + gy), np.cos(gx - 2*gy + 1)):
    e = 1e-20j; s_e = (d(n, 1, 0) + e*d(u, 1, 0))**2 + (d(n, 0, 1) + e*d(u, 0, 1))**2
    dT = np.mean(tau_of(FMfun)(n + e*u, s_e, l + e*lap(u))).imag/1e-20
    worst = max(worst, abs(dT - np.mean(v_exp*u)), abs(dT - np.mean(v_comp*u)))
assert worst < 1e-10
print(f"2D test: max|dT-<v du>| = {worst*HA:.1e} eV; range of v = {np.ptp(v_exp)*HA:.4f} eV; max|tau_ll lap^2 n| = {np.abs(v4).max()*HA:.4f} eV")

# ---- uniform gas: Lindhard function, kernels by finite differences
h_ = sp.symbols('h', positive=True); lg = sp.log(1 + h_) - sp.log(1 - h_)
small = sp.series(R(1, 2) + (1 - h_**2)/(4*h_)*lg, h_, 0, 6).removeO()
large = sp.series(R(1, 2) + (h_**2 - 1)/(4*h_)*lg, h_, 0, 8).removeO()
inv_s = sp.series(1/small, h_, 0, 6).removeO(); inv_l = sp.series(1/large, h_, 0, 1).removeO()
Fp0, Fqq0 = FM.diff(p).subs({p: 0, q: 0}), FM.diff(q, 2).subs({p: 0, q: 0})
assert sp.expand(inv_s - (1 + R(9, 5)*Fp0*h_**2 + R(9, 10)*Fqq0*h_**4)) == 0
assert sp.expand(inv_l - (3/h_**2 - R(3, 5))) == 0
lind = lambda eta: .5 + (1 - eta**2)/(4*eta)*np.log(abs((1 + eta)/(1 - eta)))
assert abs(dblquad(lambda m, k: k*k/(8 + 4*k*m), 0, 1, -1, 1)[0] - lind(2.)) < 1e-9   # kF=1, k=4
print("F_p(0,0) =", Fp0, "; F_qq(0,0) =", Fqq0, "; 1/F_L small eta=h:", inv_s, "; large eta=1/h:", inv_l)
kF = 0.9*BOHR; n0 = kF**3/(3*pi**2); K0 = pi**2/kF
def kernel_fd(edens, eta, hartree=False):   # in units pi^2/kF
    k = 2*kF*eta; th = 2*pi*np.arange(64)/64; eps = n0*1e-3/max(1, eta**2)
    E = lambda a: edens(n0 + a*np.cos(th), (a*k*np.sin(th))**2, -a*k*k*np.cos(th))
    out = 2*np.mean(E(eps) + E(-eps) - 2*E(0.))/eps**2
    if hartree:
        kk = k*np.fft.fftfreq(64, 1/64); kk[0] = np.inf
        out += 2*np.mean(np.cos(th)*np.fft.ifft(4*pi*np.fft.fft(np.cos(th))/kk**2).real)
    return out/K0
close = lambda a, b: abs(a - b) < 1e-4*max(1, abs(b))
ca, cb, cc, cd = .4, -1.3, -.05, .7
toy = tau_of(lambda P, Q: 1 + ca*P + cb*Q + cc*Q*Q + cd*P*Q)
for eta in (.5, 2., 4.):
    assert close(kernel_fd(toy, eta), 1 + 1.8*ca*eta**2 + 1.8*cc*eta**4)
eta_toy = brentq(lambda a: 1 + 1.8*ca*a**2 + 1.8*cc*a**4, 1, 9)
assert kernel_fd(toy, .95*eta_toy) > 0 > kernel_fd(toy, 1.05*eta_toy)
print(f"model F=1+{ca}p{cb:+}q{cc:+}q^2{cd:+}pq: kinetic kernel negative beyond eta = {eta_toy:.4f}")
MU, KAP = 10/81, .804
ex = lambda n, s: -.75*(3/pi)**(1/3)*n**(4/3)*(1 + KAP - KAP/(1 + MU*pq(n, s, 0*s)[0]/KAP))
ge2 = tau_of(lambda P, Q: 1 + 5*P/27 + 20*Q/9); lam = 1/(pi*kF)
rest = lambda a: lam/a**2 - lam*(1 + 4.5*MU*a**2)
K_ge2 = lambda a: 1 + a**2/3 + rest(a); K_pc = lambda a: K_ge2(a) + 8*a**4/45
u3 = K0*HA*BOHR**3
print(f"jellium: kF = {kF/BOHR:.3f} 1/A = {kF:.5f} 1/bohr; n = {n0/BOHR**3:.5f} 1/A^3; pi^2/kF = {u3:.3f} eV A^3")
print(f"1/(pi kF) = {lam:.5f}; eta^0 coeff = {1-lam:.5f}; eta^2 coeff = {1/3-4.5*MU*lam:+.5f}; eta^4 coeff = {8/45:.5f}")
print(f"eta^2 coeff negative for kF < {27*MU/(2*pi)/BOHR:.4f} 1/A")
for eta in (.5, 2., 4.):
    a = kernel_fd(lambda n, s, l: ge2(n, s, l) + ex(n, s), eta, True)
    b = kernel_fd(lambda n, s, l: tau_pc(n, s, l) + ex(n, s), eta, True)
    assert close(a, K_ge2(eta)) and close(b, K_pc(eta))
    print(f"eta={eta}: total kernel GE2 {a*u3:.2f}, PC {b*u3:.2f}, Lindhard {(1/lind(eta)+rest(eta))*u3:.2f} eV A^3")
etc = brentq(K_ge2, 1, 9); tot = lambda n, s, l: ge2(n, s, l) + ex(n, s)
assert kernel_fd(tot, .95*etc, True) > 0 > kernel_fd(tot, 1.05*etc, True)
es = np.linspace(.05, 20, 4000); assert K_pc(es).min() > 0
print(f"GE2 unstable beyond eta_c = {etc:.4f}, wavelength {pi/(kF*etc)*BOHR:.4f} A")
print(f"PC total kernel minimum {K_pc(es).min()*u3:.2f} eV A^3 at eta = {es[K_pc(es).argmin()]:.2f}")

# ---- As atom, nonrelativistic UHF/cc-pVDZ
scf.hf.MUTE_CHKFILE = True
mol = gto.M(atom='As 0 0 0', basis='cc-pvdz', spin=3, verbose=0)
mf = scf.UHF(mol); mf.chkfile = None; mf.conv_tol = 1e-10; mf.kernel(); assert mf.converged
dm = mf.make_rdm1()
def radial(r, D, u=(0., 0., 1.)):   # 2 n_sigma, its radial derivative and Laplacian
    u = np.array(u); ao = mol.eval_gto('GTOval_sph_deriv2', np.outer(r, u)); c = ao[0] @ D
    g = sum(u[i]*2*(c*ao[1+i]).sum(1) for i in range(3))
    L = 2*(c*(ao[4] + ao[7] + ao[9])).sum(1) + 2*sum(((ao[i] @ D)*ao[i]).sum(1) for i in (1, 2, 3))
    return 2*(c*ao[0]).sum(1), 2*g, 2*L
def runs(mask):   # index ranges of contiguous True entries
    idx = np.flatnonzero(mask)
    return np.split(idx, np.flatnonzero(np.diff(idx) > 1) + 1) if idx.size else []
r = np.geomspace(1e-5, 10, 12000); vol = lambda w, rr: trapezoid(4*pi*rr**2*w, rr)
Tpc = 0; cnt = np.zeros(3); curv = []; zs = []; neg = []; spin = ("up", "down")
for i, (D, ne) in enumerate(zip(dm, (18, 15))):
    a, b, c = radial(r, D); assert abs(vol(a/2, r) - ne) < 2e-3
    assert np.allclose(a, radial(r, D, (.6, .48, .64))[0], rtol=1e-4, atol=1e-9)
    Tpc += vol(tau_pc(a, b*b, c), r)/2; w = Fqq_pc(*pq(a, b*b, c)); curv.append(w); zs.append(zval(*pq(a, b*b, c)))
    cnt += [vol(a/2*m, r) for m in (w < 0, w == 0, w > 0)]
    neg += [(vol(a[u]/2, r[u]), i, r[u[0]], r[u[-1]], w[u].min()) for u in runs(w < 0)]
T_hf = np.einsum('ij,sji->', mol.intor('int1e_kin'), dm)
print(f"As UHF: E = {mf.e_tot*HA:.1f} eV; T orbital = {T_hf*HA:.1f} eV; T PC = {Tpc*HA:.1f} eV ({100*(Tpc/T_hf-1):+.2f} %)")
print("As electrons with F_qq <0, =0, >0: %.2f %.2f %.2f" % tuple(cnt))
win = (r > .2) & (r < 3.5)
print(f"As smallest z for {.2*BOHR:.3f} < r < {3.5*BOHR:.3f} A: up {zs[0][win].min():.4f}, down {zs[1][win].min():.4f}")
neg.sort(reverse=True); assert neg and neg[0][0] > 1e-3
for ne, i, r1, r2, wmin in neg[:6]:
    if ne > 1e-3:
        print(f"As F_qq<0 shell, {spin[i]}: r = {r1*BOHR:.5f} to {r2*BOHR:.5f} A, {ne:.3f} electrons, min F_qq = {wmin:.3f}")
ctrl = max(runs((curv[0] > .02) & (r > 1) & (r < 3)), key=lambda u: r[u[-1]] - r[u[0]])
rs, rc, W, kk = sp.symbols('r rc W k', positive=True)
dn = rc**2*(sp.cos(sp.pi*(rs - rc)/W)**6*sp.sin(kk*(rs - rc))/kk).diff(rs)/rs**2
pert = sp.lambdify((rs, rc, W, kk), [dn, dn.diff(rs), dn.diff(rs, 2) + 2*dn.diff(rs)/rs], cse=True)
for name, i, r1, r2, sign in (("F_qq<0", *neg[0][1:4], -1), ("F_qq>0.02", 0, r[ctrl[0]], r[ctrl[-1]], 1)):
    mid, wid = (r1 + r2)/2, r2 - r1
    rr = np.linspace(r1, r2, 8001); a, b, c = radial(rr, dm[i]); t0 = tau_pc(a, b*b, c)
    Pr, Qr = pq(a, b*b, c); tll = 3*Fqq_pc(Pr, Qr)/(160*C2*a**(5/3))
    lead = vol(tll*(mid**2*np.cos(pi*(rr - mid)/wid)**6/rr**2)**2, rr)
    def ratio(m):   # finite-difference d2T of one spin channel over its k^4 prediction
        k = 2*pi*m/wid; u0, u1, u2 = (2*z for z in pert(rr, mid, wid, k))
        assert abs(vol(u0, rr)) < 1e-6*vol(np.abs(u0), rr)
        e = 1e-4/max(np.abs(u2/(4*C2*a**(5/3))).max(), np.abs(u0/a).max())
        E = lambda z: tau_pc(a + z*u0, (b + z*u1)**2, c + z*u2)
        return .5*vol(E(e) + E(-e) - 2*t0, rr)/e**2/(lead*k**4)
    rat = {m: ratio(m) for m in (1, 2, 4, 8, 16, 32, 64, 128, 256)}
    assert np.sign(lead) == sign and abs(rat[256] - 1) < 1e-2
    assert 3 < (rat[64] - 1)/(rat[128] - 1) < 5.5      # correction falls as 1/k^2
    m0 = min(m for m in rat if all(rat[j] > 0 for j in rat if j >= m)); j = 4000
    print(f"As packet, {spin[i]}, {name}: r = {r1*BOHR:.5f} to {r2*BOHR:.5f} A, width W = {wid*BOHR:.5f} A")
    print(f"  centre: 2n_sigma = {a[j]/BOHR**3:.5g} 1/A^3, p = {Pr[j]:.4f}, q = {Qr[j]:+.4f}, z = {zval(Pr[j], Qr[j]):.4f}")
    print(f"  centre: F_qq = {Fqq_pc(Pr[j], Qr[j]):+.4f}, tau_ll = {tll[j]*HA*BOHR**7:+.4e} eV A^7")
    print("  d2T/(k^4 law), wavelength W/m, m=1,2,4,8,16: " + " ".join(f"{rat[m]:.3f}" for m in (1, 2, 4, 8, 16)))
    print("  m=32,64,128,256: " + " ".join(f"{rat[m]:.5f}" for m in (32, 64, 128, 256)))
    print(f"  d2T has the sign of F_qq for all tested wavelengths <= {wid/m0*BOHR:.5f} A (m={m0})")
print("all assertions hold")
```

Running it gives:

```
Euler order: tau linear in l: 2 ; with l^2/n: 4
PC at p=0.00 q=+0.00: z=1.0000 F_qq=+0.19753
PC at p=0.00 q=-0.25: z=0.4506 F_qq=-106.00304
PC at p=0.00 q=-0.35: z=0.2343 F_qq=+61.77627
PC at p=0.00 q=+2.00: z=5.4310 F_qq=-1.27640
PC at p=0.50 q=+0.05: z=0.3761 F_qq=+2.25714
p=0: z=0 at q=-0.4594, z=a at q=-0.2094
p=0: F_qq changes sign at q = -0.2840 -0.2243 0.8786 4.7336
PC vs libxc, max relative deviation = 1.1e-15
2D test: max|dT-<v du>| = 6.4e-16 eV; range of v = 5.1106 eV; max|tau_ll lap^2 n| = 0.1655 eV
F_p(0,0) = 5/27 ; F_qq(0,0) = 16/81 ; 1/F_L small eta=h: 8*h**4/45 + h**2/3 + 1 ; large eta=1/h: -3/5 + 3/h**2
model F=1+0.4p-1.3q-0.05q^2+0.7pq: kinetic kernel negative beyond eta = 3.0343
jellium: kF = 0.900 1/A = 0.47626 1/bohr; n = 0.02462 1/A^3; pi^2/kF = 83.562 eV A^3
1/(pi kF) = 0.66835; eta^0 coeff = 0.33165; eta^2 coeff = -0.03797; eta^4 coeff = 0.17778
eta^2 coeff negative for kF < 1.0025 1/A
eta=0.5: total kernel GE2 250.32, PC 251.24, Lindhard 251.42 eV A^3
eta=2.0: total kernel GE2 28.98, PC 266.67, Lindhard 783.36 eV A^3
eta=4.0: total kernel GE2 -19.57, PC 3783.44, Lindhard 3411.32 eV A^3
GE2 unstable beyond eta_c = 3.2283, wavelength 1.0813 A
PC total kernel minimum 91.62 eV A^3 at eta = 1.13
As UHF: E = -60794.8 eV; T orbital = 60768.2 eV; T PC = 60950.6 eV (+0.30 %)
As electrons with F_qq <0, =0, >0: 0.28 0.12 32.60
As smallest z for 0.106 < r < 1.852 A: up 0.5989, down 0.5719
As F_qq<0 shell, up: r = 0.01592 to 0.01938 A, 0.131 electrons, min F_qq = -121.621
As F_qq<0 shell, down: r = 0.01595 to 0.01940 A, 0.131 electrons, min F_qq = -121.621
As F_qq<0 shell, up: r = 3.18847 to 3.67780 A, 0.007 electrons, min F_qq = -0.194
As F_qq<0 shell, down: r = 2.46362 to 3.04145 A, 0.005 electrons, min F_qq = -0.185
As packet, up, F_qq<0: r = 0.01592 to 0.01938 A, width W = 0.00346 A
  centre: 2n_sigma = 19427 1/A^3, p = 0.4746, q = +0.0597, z = 0.4341
  centre: F_qq = -121.5737, tau_ll = -1.2927e-07 eV A^7
  d2T/(k^4 law), wavelength W/m, m=1,2,4,8,16: 43.038 5.708 1.844 1.191 1.047
  m=32,64,128,256: 1.01157 1.00289 1.00072 1.00018
  d2T has the sign of F_qq for all tested wavelengths <= 0.00346 A (m=1)
As packet, up, F_qq>0.02: r = 0.52969 to 1.58693 A, width W = 1.05724 A
  centre: 2n_sigma = 0.55078 1/A^3, p = 0.2477, q = -0.0020, z = 0.6306
  centre: F_qq = +0.1970, tau_ll = +7.9478e-03 eV A^7
  d2T/(k^4 law), wavelength W/m, m=1,2,4,8,16: 60.632 6.959 2.001 1.222 1.054
  m=32,64,128,256: 1.01331 1.00332 1.00083 1.00021
  d2T has the sign of F_qq for all tested wavelengths <= 1.05724 A (m=1)
all assertions hold
```
